# Large-signal trap transients with a moving depletion edge and nonuniform filling

## Definitions and conventions

A Schottky contact lies at $x=0$ on n-type material that extends to positive $x$. The material has uniform shallow donors of density $N_d$ and uniform acceptor-like traps of density $N_t<N_d$. A filled trap holds one electron and has charge $-q$; an empty trap is neutral. The density of filled traps is $n_t(x,t)$ and the filled fraction is $f=n_t/N_t$.

The total band bending is $V$, the sum of the zero-bias bending and the applied reverse bias. With $V_T=kT/q$, the local electron band bending divided by $kT$ is $u(x)$, so $u(0)=V/V_T$ and $u=0$ in the bulk. Electrons are in quasi-equilibrium with the bulk, $n=n_be^{-u}$.

A trap captures at the rate $cn$ and emits at the rate $e=cn_1$, where $n_1$ is the electron density at which the two rates are equal. Emission is taken to be independent of field. Since $n_1\ll n_b$, bulk traps are almost all filled and $n_b\simeq N_b\equiv N_d-N_t$.

The capacitance per area, $C$, is measured at a frequency too high for the traps to follow. It defines the width $W=\varepsilon/C$. A pulse to low bias fills traps; at $t=0$ the reverse bias returns and emission begins. The subscripts $0$ and $\infty$ denote the start and end of this transient, $\Delta C=C_\infty-C_0$, $r=N_t/N_d$ and $\theta=e^{-et}$.

## A diode small enough for hand calculation

Suppose first that every trap in the depletion region is filled at $t=0$, that every one emits, and that the electron tail is negligible. The depleted charge density is then $q(N_d-N_t\theta)$, uniform in space. Two integrations of Poisson's equation give

$$V=\frac{q}{2\varepsilon}(N_d-N_t\theta)W^2 .$$

At fixed $V$, the product $(N_d-N_t\theta)W^2$ is constant and equals $N_dW_\infty^2$. Since $C\propto1/W$,

$$\frac{C^2}{C_\infty^2}=1-r\theta .$$

Thus $C^2$ is exponential in time, but $C$ is not. For $r=0.3$, $C_0/C_\infty=\sqrt{0.7}=0.8367$ and $\Delta C/C_\infty=0.1633$. Expanding the square root for small $r$ gives the small-transient formula

$$N_t\simeq2N_d\frac{\Delta C}{C_\infty}.$$

It returns $0.3267N_d$ instead of $0.3N_d$, which is 8.9% too high relative to the true density.

The rate is biased too. Let $D=C_\infty-C=C_\infty(1-\sqrt{1-r\theta})$. Because $d\theta/dt=-e\theta$,

$$-\frac{1}{D}\frac{dD}{dt}
=\frac{e\,r\theta}{2\sqrt{1-r\theta}\,(1-\sqrt{1-r\theta})}.$$

At $t=0$ put $s=\sqrt{1-r}$, so that $r=(1-s)(1+s)$. The initial apparent rate is

$$e_{\rm initial}=e\,\frac{1+s}{2s}.$$

For $r=0.3$ this is $1.098e$. It tends to $e(1+r/4)$ for small $r$ and diverges as $r\to1$, where the initial depletion charge vanishes. The depletion region is widest at the start, so a given change of charge density then has its largest effect on $D$ relative to later times.

## The two edges that this diode lacks

Traps close to the depletion edge sit among enough electrons to stay filled. Traps close to the contact may never be filled by the pulse. Both regions must be removed from the emitting volume.

Where all traps are filled, the fixed charge density is $qn_b$. Poisson's equation becomes

$$u''=\frac{1-e^{-u}}{L_D^2},\qquad
L_D^2=\frac{\varepsilon V_T}{qn_b}.$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\frac{u'^2}{2}=\frac{u-1+e^{-u}}{L_D^2}.$$

For $u\gg1$ the exponential can be dropped. As $u'$ is negative, a further integration gives

$$u=1+\frac{(W-x)^2}{2L_D^2}.$$

The integration constant has been named $W$; it must be shown to equal $\varepsilon/C$. With trapped charge frozen, a small voltage change moves the tail rigidly by $dW$. The added charge is $dQ=qn_b\,dW$. In the tail, $du=(W-x)dW/L_D^2$, and since the charge nearer the contact is unchanged, this linear form continues to $x=0$. Hence $dV=V_TW\,dW/L_D^2=qn_bW\,dW/\varepsilon$, and $dQ/dV=\varepsilon/W$, as required.

In the steady state, capture balances emission:

$$f=\frac{n}{n+n_1}=\frac{1}{1+e^{u-u_1}},\qquad
u_1=\ln\frac{n_b}{n_1}.$$

This step is symmetric about $u_1$. Replacing it by a sharp edge there gives a filled layer of thickness

$$\lambda=L_D\sqrt{2(u_1-1)}.$$

The sharp trap edge is $x_1=W-\lambda$. The approximation requires $\lambda\gg L_D$, so that traps are filled throughout the electron tail.

**Filling by the pulse.** If emission during the pulse is negligible, $et_p\ll1$, an initially empty trap reaches

$$f_0=1-e^{-cnt_p}.$$

Put $u_0=\ln(cn_bt_p)$, $z=u-u_0$ and $\nu=cnt_p=e^{-z}$. The sharp edge with the same integrated filling lies at $u_0+\delta$, where

$$\delta=\int_0^\infty f_0\,dz-\int_{-\infty}^0(1-f_0)\,dz
=\int_0^1\frac{1-e^{-\nu}}{\nu}d\nu-\int_1^\infty\frac{e^{-\nu}}{\nu}d\nu=\gamma .$$

The last expression is an integral form of Euler's constant, $\gamma\simeq0.577$. With $W_P$ the width at the end of the pulse, the inner filling edge is therefore

$$x_P=W_P-\lambda_P,\qquad
\lambda_P=L_D\sqrt{2[\ln(cn_bt_p)+\gamma-1]} .$$

This uses the final position of the electron tail, although the tail moves while the traps fill. It is thus an approximation, for $cn_bt_p\gg1$.

## Charge balance for any amplitude

Start from the parabolic tail and add the charge of traps that are not filled. An extra positive density $q(N_t-n_t)$ at depth $x$ raises the potential drop to the contact by its first moment, so

$$V=V_T+\frac{qN_b}{2\varepsilon}W^2+
\frac q\varepsilon\int_0^\infty x(N_t-n_t)\,dx .$$

The term $V_T$ comes from the 1 in the parabolic tail. Define $S=2\varepsilon(V-V_T)/q$.

During the transient, traps at $x<x_P$ are empty. Between $x_P$ and $x_1(t)$ the empty fraction is $1-\theta$. Beyond $x_1$ all traps are filled. Twice the first moment of the empty traps is

$$N_tx_P^2+N_t(1-\theta)(x_1^2-x_P^2)
=N_t(1-\theta)x_1^2+N_t\theta x_P^2 .$$

The sharp-edge balance is consequently

$$N_bW^2+N_t(1-\theta)(W-\lambda)^2+N_t\theta x_P^2=S. \tag{1}$$

Expanding the square gives $aW^2-2bW+g=0$, with

$$a=N_d-N_t\theta,\quad b=N_t(1-\theta)\lambda,$$
$$g=N_t(1-\theta)\lambda^2+N_t\theta x_P^2-S,$$

and the positive root is $W=(b+\sqrt{b^2-ag})/a$. Setting $\lambda=x_P=0$ recovers the hand-sized diode, apart from the small tail term $V_T$ in $S$. The end of the pulse obeys the same balance with $\theta=0$, $\lambda$ replaced by $\lambda_P$, and $V$ by its pulse value; this supplies $W_P$.

At $t=0$, $\theta=1$; at the end, $\theta=0$. Equating the two left sides of (1) gives

$$N_bW_0^2+N_tx_P^2=N_bW_\infty^2+N_t(W_\infty-\lambda)^2,$$

or

$$\boxed{\frac{N_t}{N_d-N_t}=
\frac{W_0^2-W_\infty^2}{(W_\infty-\lambda)^2-x_P^2}}. \tag{2}$$

No expansion in $r$ was made. Since $\lambda$ and $x_P$ depend on $N_t$, the equation is solved as a whole for one unknown. It needs $W_\infty-\lambda>x_P$; otherwise no volume is both filled by the pulse and emptied afterwards. For sharp edges to make sense, this gap must also be well above $L_D$. The equation can have a second root with a positive gap. For the diode below it lies at $N_t\simeq0.955N_d$, where $L_D$ is large and the gap is only $0.15L_D$, so it is discarded. At large $r$ or low reverse bias the two roots approach each other and both gaps are a few $L_D$; with 3 V of bending, a true $r=0.80$ has a companion root at 0.77. Equation (2) alone then does not fix $N_t$, and a larger reverse bias or the full simulation is needed.

## Bias of the small-transient formulas

Define the geometrical factor

$$G=\frac{(W_\infty-\lambda)^2-x_P^2}{W_\infty^2}<1 .$$

Dividing (2) by $W_\infty^2$ in numerator and denominator gives $W_0^2/W_\infty^2=1+rG/(1-r)$. Therefore

$$\frac{\Delta C}{C_\infty}=1-\frac{W_\infty}{W_0}
=1-\left(1+\frac{rG}{1-r}\right)^{-1/2}.$$

For small $r$ this becomes $rG/2$, so the geometry-corrected small-transient estimate is $2N_d\Delta C/(GC_\infty)$. Its ratio to the true density is

$$B=\frac{2}{rG}\left[1-\left(1+\frac{rG}{1-r}\right)^{-1/2}\right].$$

To find the leading bias, write $z=rG/(1-r)=rG(1+r+\cdots)$ and use $1-(1+z)^{-1/2}=z/2-3z^2/8+\cdots$:

$$B=1+r\left(1-\frac{3G}{4}\right)+O(r^2).$$

Since $G<1$, the leading correction is positive. The plain formula $2N_d\Delta C/C_\infty$ has bias $GB$: omitted geometry lowers it while the finite amplitude raises it.

The doping inserted in these formulas also matters. In a slow C–V sweep, traps remain in steady state, $\theta=0$. Differentiating (1) gives

$$N_{CV}\equiv\frac{2\varepsilon}{q}\frac{dV}{d(W^2)}
=\frac{N_bW+N_t(W-\lambda)}{W}
=N_d-N_t\frac{\lambda}{W}.$$

If only $N_{CV}$ is known, this relation must be solved together with (2).

## The general algorithm

The sharp edges can be abandoned by solving

$$u''=\frac{q}{\varepsilon V_T}(N_d-n_t-n_be^{-u}),$$
$$\frac{\partial n_t}{\partial t}=cn(N_t-n_t)-en_t .$$

1. Find the steady occupation at reverse bias by alternating Poisson solutions with damped updates of $n_t$ toward $N_tn/(n+n_1)$.
2. Change to the pulse voltage and integrate both equations for $t_p$.
3. Restore reverse bias with $n_t$ initially frozen, and integrate the transient.
4. At each time obtain $C$ from the linear response.

**Poisson step.** On a grid of spacing $h$, let $\kappa=qh^2/(\varepsilon V_T)$ and

$$F_i=-u_{i+1}+2u_i-u_{i-1}+\kappa(N_d-n_{t,i}-n_be^{-u_i}).$$

Newton's method solves $J\,\delta u=-F$. The matrix $J$ has diagonal entries $2+\kappa n_i$ and off-diagonal entries $-1$, so its inverse has no negative entries. Because $-e^{-u}$ is concave, $F(u+\delta u)\le F(u)+J\delta u=0$. After the first step, then, $F\le0$ and each further $\delta u=-J^{-1}F$ is non-negative. If $u^*$ is the solution, concavity also gives $0=F(u^*)\le F(u)+J(u^*-u)$, whence $u^*-u\ge\delta u$. The iterates rise without passing $u^*$, and converge in exact arithmetic. The first step is not bounded by this argument: from a start with too much bending, such as a linear ramp, it can drive $u$ hundreds of units negative, after which $u$ recovers by about one unit per iteration or $e^{-u}$ overflows. Starting from $u=0$ in the interior avoids this.

**Trap step.** For $n$ held fixed during $\Delta t$, the rate equation has the solution

$$n_t(t+\Delta t)=n_{\rm eq}+[n_t(t)-n_{\rm eq}]e^{-(cn+e)\Delta t},$$

with $n_{\rm eq}=N_tn/(n+n_1)$. First use the old $u$ and solve Poisson's equation for a trial $u$. Then repeat the trap step from the old $n_t$, using the average of old and trial $u$, and solve Poisson's equation again. A step may therefore be much longer than the bulk capture time $1/(cn_b)$. It must still resolve the motion of the edges: for the diode below, taking the whole pulse in one step misplaces $x_P$ by about 20 nm, and at $r=0.8$ steps of $e\Delta t=3$ settle on a wrong final width.

**Capacitance.** Perturb $u$ by $v$ at frozen $n_t$:

$$v''=\frac{q n}{\varepsilon V_T}v,\qquad v(0)=1,\quad v({\rm bulk})=0.$$

The surface charge response gives $C=-\varepsilon v'(0)$. There are practically no electrons at the contact, so $v$ is linear there and $W=h/(1-v_1)$, where $v_1$ is the value at the first interior point.

## A silicon carbide diode

Take $N_d=10^{15}$ and $N_t=3\times10^{14}\ {\rm cm^{-3}}$ at 300 K, a trap 0.65 eV below the conduction band, and a cross-section of $10^{-14}\ {\rm cm^2}$. The band bending is 1.2 V during the 100 µs pulse and 11.2 V afterwards. The relative permittivity is 10, and each of three conduction-band valleys has a density-of-states mass of $0.39m_0$. The coefficient $c$ is the cross-section times the thermal speed $\sqrt{3kT/m}$ for that mass. These inputs give $e=41.3\ {\rm s^{-1}}$, $n_1=2.21\times10^8\ {\rm cm^{-3}}$ and $L_D=142.9$ nm.

The steady edge follows from $u_1=\ln(7\times10^{14}/2.21\times10^8)=14.97$:

$$\lambda=142.9\sqrt{2(13.97)}\ {\rm nm}\simeq755\ {\rm nm}.$$

For the pulse, $cn_bt_p=1.309\times10^4$. The formula gives $x_P=679$ nm; the first moment of the simulated filling gives 676 nm. Filling rises from 10% at 622 nm to 90% at 722 nm.

The simulated width falls from 4177 to 3723 nm. With lengths in µm, (2) reads

$$\frac{N_t}{N_d-N_t}=
\frac{4.177^2-3.723^2}{2.968^2-0.679^2}
\simeq0.430,$$

so $N_t/N_d\simeq0.430/1.430=0.30$. When $N_t$ is treated as unknown in $\lambda$ and $x_P$ as well, the result is 0.2% above the true density. This assumes that $N_d$, $c$ and $n_1$ are known.

The simulated amplitude is $\Delta C/C_\infty=0.1087$. The plain formula gives $2.17\times10^{14}\ {\rm cm^{-3}}$, 28% too low. Dividing by $G=0.602$ gives $3.61\times10^{14}\ {\rm cm^{-3}}$, 20% too high. With $N_{CV}=9.39\times10^{14}\ {\rm cm^{-3}}$ in place of $N_d$, the errors become $-32\%$ and $+13\%$.

With doping, voltages, temperature and pulse held fixed, the simulations give these ratios of apparent to true density:

| $N_t/N_d$ | plain | with $G$ | equation (2) |
|---|---:|---:|---:|
| 0.01 | 0.641 | 1.006 | 1.001 |
| 0.10 | 0.664 | 1.057 | 1.001 |
| 0.30 | 0.724 | 1.203 | 1.002 |
| 0.50 | 0.806 | 1.424 | 1.003 |

A small transient does not rescue the plain formula, whose limit is the value of $G$ at small $r$, here about 0.64. Its improvement at large $r$ is a cancellation of errors.

Halving the number of time intervals and doubling the 10 nm grid spacing changes $W$ by at most 0.053 nm during the transient, against a total change of 454 nm.

**Pulse duration.** Pulses of 1, 10 and 100 µs give $x_P=821$, 743 and 676 nm, and $\Delta C/C_\infty=0.1063$, 0.1076 and 0.1087. Even 1 µs is about 130 bulk capture times. The slow growth is thus filling in the electron tail, not slow capture in the bulk.

## What the moving edge does to the rate

An isothermal boxcar measures $C(Rt_1)-C(t_1)$ and varies $t_1$. For a pure exponential, the maximum obeys $e^{-et_1}=Re^{-eRt_1}$, so the assigned rate is

$$e_{\rm app}=\frac{\ln R}{(R-1)t_1}.$$

For $R=10$ and $r=0.3$, the simulated transient gives $e_{\rm app}/e=1.135$, whereas the sharp-edge balance predicts 1.079. One can solve (1) for $\theta$. With $S$ fixed by the final width,

$$\theta=\frac{N_b(W^2-W_\infty^2)+N_t[(W-\lambda)^2-(W_\infty-\lambda)^2]}
{N_t[(W-\lambda)^2-x_P^2]} .$$

Applying the boxcar to this $\theta$ lowers the ratio to 1.053. The inversion would give unity for a transient obeying (1), so the remaining 5.3% measures departures from the sharp-edge model.

Two such departures can be named, although their separate shares of the 5.3% are not determined here and they need not account for all of it. At fixed $n$, a trap near the edge relaxes at $e+cn$, faster than $e$. In addition, the edge moves inward and refills traps that have begun to emit. At a depth of 3190 nm, filling falls to 0.59 after about 15 ms and then recovers to 0.999. Equation (1) puts the sharp edge there at $W=3190+755=3945$ nm, where $\theta\simeq0.55$ and $t\simeq14.5$ ms, and has the refilling occur at once. In the rate equation it proceeds at the finite rate $e+cn$, and so takes a finite time.

The rate bias does not vanish with trap density over the range studied: at $r=0.01$ it is still 2.0%, although (1) predicts 0.2%. At $r=0.5$ it is 25%. If the ratio were independent of temperature, it would leave the slope of an Arrhenius plot unchanged and multiply the apparent cross-section by the same factor.

**Constant capacitance.** Feedback can hold $W=W_\infty$ by changing $V$. All lengths in (1) are then fixed, and

$$V_\infty-V(t)=\frac{qN_t}{2\varepsilon}(x_1^2-x_P^2)\theta .$$

This is exponential at any amplitude within the sharp-edge model. In the full simulation, $V$ rises from 8.93 to 11.20 V. The apparent rate is about 2% too high and the density obtained from the voltage step is 0.2% high. Fixing the edge therefore removes most of the rate bias, but not the blur of the occupation edge.

## Relation to real diodes

The parameters are rough values for irradiated 4H-SiC epitaxial layers. A trap fraction of 0.3 is far above that of good as-grown layers, where $10^{-2}$ or less is typical. The chosen level resembles the main carbon-vacancy level in depth, but that centre can exchange two electrons. If both leave in the observed transient, the number of centres is half the charge density found here; the model does not describe their separate emission steps. Irradiation can also make doping and traps nonuniform, in which case (2) must give way to the simulation with measured profiles.

Some other neglected effects can be estimated for these numbers. The peak field is 0.063 MV/cm, far below the rough breakdown scale of a few MV/cm. A phonon-assisted tunnelling estimate, with exponent $(qE)^2\tau^3/(3m\hbar)$ at field $E$, tunnelling time $\tau=\hbar/(2kT)$ and mass $0.33m_0$ along the field, gives 0.022 at that field, or about 2% in rate. The defect's own contribution to $\tau$ is left out; doubling $\tau$ would raise the exponent to 0.18. This takes capture to follow the local electron density. Estimates based on transmission through the tilted barrier can give tens of percent at the same field, so field-independent emission must be checked for the actual defect. About 0.8% of donors 0.12 eV deep would be neutral in the bulk. A leakage current density $J$ of electrons moving at the thermal speed $v$ supplies the electron density $J/(qv)$. Capture equals emission when this density is $n_1$, which gives $J=qvn_1\simeq0.7\ {\rm mA/cm^2}$, so the leakage must be well below this. The numerical output lists the remaining values.

## Numbers as computed

```
T 300 K; relative permittivity 10.0
Nd 1.00e+15, Nt 3.00e+14 cm^-3
trap depth 0.65 eV; cross-section 1.0e-14 cm2
DOS mass 0.39 m0 per valley; valleys 3
zero-bias bending 1.20 V; reverse 10.0 V
pulse 100 us; kT/q 25.852 mV
Nc 1.834e+19 cm^-3; thermal speed 1.870e+07 cm/s
n1 2.207e+08 cm^-3; emission rate 41.272 s^-1
bulk capture rate 1.309e+08 s^-1
Debye length 142.9 nm
lambda 755.1 nm; final trap edge 2968.0 nm
xP simulated 676.4, formula 679.0 nm
pulse filling 0.1 at depth 621.5 nm
pulse filling 0.5 at depth 680.3 nm
pulse filling 0.9 at depth 722.3 nm
W initial 4177.0, final 3723.1 nm
C initial 2.1197, final 2.3782 nF/cm2
DeltaC/Cfinal 0.10867; geometry factor G 0.6022
closed density bias B 1.2006; G*B 0.7230
Densities below are apparent/true; rates are apparent/true
Nt/Nd  plain  geometry  large-signal  rate  sharp-rate  max-dev/DW
0.01  0.6408  1.0061  1.0008  1.0202  1.0021  0.0091
0.10  0.6636  1.0574  1.0011  1.0536  1.0221  0.0125
0.30  0.7244  1.2029  1.0018  1.1352  1.0788  0.0188
0.50  0.8063  1.4238  1.0025  1.2459  1.1642  0.0235
boxcar t2/t1 10
initial-slope rate bias, lambda=xP=0, r=0.3: 1.0976
rate ratio after sharp-edge inversion 1.0530
constant-C rate ratio 1.0151; density ratio 1.0023
constant-C voltage 8.9289 to 11.2000 V (total)
swept depth 3190 nm: minimum filling 0.5908, final 0.9991
time of minimum filling 14.85 ms
C-V doping simulated 9.3933e+14, formula 9.3915e+14 cm^-3
plain density with C-V doping / true 0.6805
geometry density with C-V doping / true 1.1300
pulse 1 us: xP sim 820.9, formula 823.9 nm; DeltaC/C 0.10629
pulse 10 us: xP sim 742.9, formula 745.9 nm; DeltaC/C 0.10763
pulse 100 us: xP sim 676.4, formula 679.0 nm; DeltaC/C 0.10867
largest W change on coarser mesh 0.0528 nm
peak field 0.0632 MV/cm
tunnelling-enhancement exponent 0.0222 (mass 0.33 m0)
neutral donors 0.786 % (depth 0.12 eV)
degeneracy n/Nc 3.82e-05
emission rate times pulse duration 0.00413
leakage for capture = emission 661.25 uA/cm2
```
